# Free off-shell electron self-energy at one loop in Feynman gauge, part 3

An electron of mass \(m\) and four-momentum \(p\), not necessarily on shell, emits and reabsorbs a virtual photon of momentum \(q\). Units are \(\hbar=c=1\), \(e^2=4\pi\alpha\); the metric is \((+,-,-,-)\); \(\not p=\gamma^\mu p_\mu\). The self-energy \(\Sigma\) enters the propagator \(i/(\not p-m-\Sigma)\). Here \(D=4-2\epsilon\), \(\mu\) is an arbitrary mass, \(s=p^2\), \(W=\sqrt{p^2}\), \(\rho=(m^2-p^2-i0)/m^2\), \(L=\ln\rho\), \(M=(1-x)(m^2-xp^2)\) and \(\Delta_\epsilon=1/\epsilon-\gamma_E+\ln4\pi+\ln(\mu^2/m^2)\). In Feynman gauge, with mass shift \(\delta m\),
\[
\Sigma=-ie^2\mu^{2\epsilon}\!\int\!\frac{d^Dq}{(2\pi)^D}\,\frac{\gamma^\mu(\not p-\not q+m)\gamma_\mu}{[(p-q)^2-m^2+i0]\,[q^2+i0]}. \tag{1}
\]
\[
\Sigma=\frac\alpha{4\pi}\int_0^1\!dx\left\{(4m-2x\not p)\left[\Delta_\epsilon-\ln\frac M{m^2}\right]-2m+2x\not p\right\}+O(\epsilon). \tag{3}
\]
\[
\Sigma=\delta m-\frac\alpha{4\pi}\Delta_\epsilon(\not p-m)+\Sigma_R+O(\epsilon),\qquad\Sigma_R=\frac\alpha{4\pi}\left[a(\rho)+\not p\,b(\rho)\right], \tag{4}
\]
\[
a=2m\left[1+\frac{2\rho\ln\rho}{1-\rho}\right],\qquad b=-\frac{2-\rho}{1-\rho}\left[1+\frac{\rho\ln\rho}{1-\rho}\right]. \tag{5}
\]
At \(\rho=1\), \(a=-2m\), \(b=-\tfrac12\); at \(\rho=0.1\), \(a=0.976629\,m\), \(b=-1.570999\). On the branch \(+\), with projector \(\Lambda_+=(W+\not p)/2W\), the eigenvalue of \(\Sigma_R\) in units of \(\alpha/4\pi\) is \(\sigma_+=a+Wb\). Near the mass shell
\[
a=m\left[2+4\rho L+4\rho^2L+\dots\right],\qquad b=-2-\rho-\rho^2-2\rho L-3\rho^2L+\dots \tag{6}
\]
\[
\sigma_+=2m\rho\ln\rho+m\rho^2\left(2\ln\rho-\tfrac14\right)+O(\rho^3\ln\rho). \tag{7}
\]
\[
\frac{d\sigma_+}{dW}=-4\ln\rho-4-6\rho\ln\rho-\rho+\dots \tag{8}
\]
For \(p=(E,\mathbf 0)\), \(E=W<m\), rotating \(q^0=i\omega\) gives, with \(K^2=\omega^2+\mathbf q^2\) and \(A=K^2+m^2\rho\),
\[
\Sigma=e^2\mu^{2\epsilon}\!\int\!\frac{d^Dq_E}{(2\pi)^D}\,\frac{Dm-(D-2)\gamma^0(E-i\omega)}{K^2\,(A+2iE\omega)}. \tag{9}
\]
Put \(\omega=Kt\), \(\eta=A/2EK\) and \(I(\eta)=\int_{-1}^1\sqrt{1-t^2}\,dt/(\eta+it)=\pi(\sqrt{1+\eta^2}-\eta)\). Per unit \(\ln K\), numerator 1 has density \(\mathcal B=(2K/\pi E)I(\eta)\), and numerator \(1-i\omega/E\) has \(\mathcal V=(1+A/2E^2)\mathcal B-K^2/E^2\). The logarithm comes from the plateau \(m\rho\ll K\ll m\), where \(\partial\mathcal B/\partial\rho\simeq-1\).

The program sets \(m=1\); its three-point extraction finds coefficients of \(\rho\ln\rho\) from values at \(\rho=r,2r,4r\).

Part (g) asks to continue (5) to \(p^2>m^2\), obtain the imaginary parts again directly from (1), show how they generate \(\rho\ln\rho\) through a dispersion relation, and interpret the sign of \(\operatorname{Im}\sigma_+\).

### Solution

The \(i0\) in the propagators makes \(M\to M-i0\), which is the prescription \(\rho-i0\). For \(s>m^2\), \(\rho<0\) and \(\ln\rho=\ln|\rho|-i\pi\). With \(1-\rho=s/m^2\) and \(2-\rho=(s+m^2)/m^2\),
\[
\operatorname{Im}a=-\frac{4\pi m\rho}{1-\rho}=4\pi m\,\frac{s-m^2}s,\qquad\operatorname{Im}b=\frac{\pi\rho(2-\rho)}{(1-\rho)^2}=-\pi\,\frac{s^2-m^4}{s^2}. \tag{10}
\]
At \(s=2m^2\), \(\rho=-1\) and \(\ln|\rho|=0\), so \(a=(2+2\pi i)m\) and \(b=-\tfrac32(1+i\pi/2)\), printed as \(2.00000+6.28319i\) and \(-1.50000-2.35619i\). The branch is tested by evaluating the parameter integrals at \(s+10^{-12}i\).

For the direct derivation take \(D=4\) (the imaginary part is finite), the rest frame \(p=(W,\mathbf0)\), \(k=|\mathbf q|\), \(E_k=\sqrt{k^2+m^2}\), and numerator \(N=4m-2\gamma^0(W-q^0)\) after the angular average. The integrand falls as \((q^0)^{-3}\), so the contour can be closed in the lower half plane, giving \(-2\pi i\) times the residues at \(q^0=k-i0\) and \(q^0=W+E_k-i0\). The second residue is \(N/\{2E_k[(W+E_k)^2-k^2]\}\), whose denominator never vanishes because \(E_k>k\); it is real. The first is
\[
\frac{N}{2k\,(W-k-E_k+i0)(W-k+E_k)},
\]
in which \(W-k+E_k>0\). The prefactors are \(-ie^2\cdot(-2\pi i)/2\pi=-e^2\), and \(\operatorname{Im}[-1/(z+i0)]=\pi\delta(z)\). On the support of the delta function \(W-k=E_k\), so \(W-k+E_k=2E_k\) and \(N=4m-2\gamma^0E_k\). The imaginary parts of the coefficients of \(1\) and \(\gamma^0\) are then given by
\[
\operatorname{Im}\Sigma=\frac{e^2}2\,N\,\Phi_2,\qquad\Phi_2=\int\!\frac{d^3q}{(2\pi)^3\,2k\,2E_k}\,2\pi\,\delta(W-k-E_k),
\]
where \(\Phi_2\) is the phase space of a real electron and a real photon. The delta function contributes \(1/(1+k/E_k)\), so \(\Phi_2=4\pi k^2\cdot2\pi/[(2\pi)^34k(E_k+k)]=k/4\pi W\). Squaring \(E_k=W-k\) gives \(k=(s-m^2)/2W\) and \(E_k=(s+m^2)/2W\). In units of \(\alpha/4\pi=e^2/16\pi^2\) the prefactor is \(8\pi^2\Phi_2=2\pi k/W=\pi(s-m^2)/s\). Multiplying by \(4m\) gives \(\operatorname{Im}a\), and since \(\gamma^0=\not p/W\), multiplying by \(-2E_k/W=-(s+m^2)/s\) gives \(\operatorname{Im}b\), both as in (10). The program solves the energy condition numerically and tests this agreement at \(s/m^2=1.05,\,2,\,6\).

The argument \(1-xs/m^2\) of the logarithm in (3) is real and non-positive only for real \(s\ge m^2\), so \(f=a\) or \(b\) is analytic in the plane cut along \([m^2,\infty)\), real below the cut, and grows as \(\ln|s|\) by part (d). Apply Cauchy's theorem to \([f(s')-f(0)]/[s'(s'-s)]\), whose integral over a large circle vanishes as \(\ln R/R\) and whose only pole is at \(s'=s\). The two sides of the cut differ by \(2i\operatorname{Im}f\), so
\[
f(s)=f(0)+\frac s\pi\int_{m^2}^\infty\!\frac{\operatorname{Im}f(s')\,ds'}{s'(s'-s)} .
\]
With the phase-space input and the values at \(\rho=1\), the program obtains \(a=0.976629\,m\), \(b=-1.570999\) at \(s=0.9\,m^2\), as in the table for \(\rho=0.1\), and \(a=-5.393570\,m\), \(b=0.565595\) at \(s=-3m^2\); both are tested against (5) within \(10^{-8}\).

Near threshold put \(s'=m^2(1+\tau)\) and \(\operatorname{Im}f\simeq\pi\beta\tau\). The lower end of the integral behaves as
\[
\beta\int_0^T\!\frac{\tau\,d\tau}{\tau+\rho}=\beta\left[T-\rho\ln(T+\rho)+\rho\ln\rho\right].
\]
From (10), \(\beta=4m\) for \(a\) and \(\beta=-2\) for \(b\), the coefficients in (6). Given a numerator \(N\) that stays nonzero at threshold, as it does for \(a\) and \(b\) in Feynman gauge, the term \(\rho\ln\rho\) therefore follows from two facts, both due to the vanishing photon mass: the electron-photon continuum starts at \(s=m^2\) with no gap, and the phase space \(k/4\pi W\) opens linearly in \(s-m^2\).

From (10), \(\operatorname{Im}\sigma_+=\pi(1-m^2/s)(4m-2E_k)\), which is positive near threshold; the printed value at \(s=1.05\,m^2\) is \(0.29911\,m\), and its sign is asserted. In \(1/(W-m-\Sigma)\) a loss of probability into states of positive norm would give a negative imaginary part. The sign is explained by splitting \(N=\gamma^0X\gamma^0-\sum_j\gamma^jX\gamma^j\), with \(X=\gamma^0E_k+m\) after the angular average. In the Dirac representation \(\Lambda_+\) selects the upper block. \(X\) has \(E_k+m\) in the upper block and \(m-E_k\) in the lower one, and \(\gamma^j\) has off-diagonal blocks \(\sigma^j\) and \(-\sigma^j\). The upper block of \(\gamma^0X\gamma^0\) is \(E_k+m\), and that of \(-\sum_j\gamma^jX\gamma^j\) is \(+\sum_j\sigma^j(m-E_k)\sigma^j=-3(E_k-m)\); the sum is \(4m-2E_k\), as it should be. The spatial photon components give the negative sign but vanish at threshold. The positive term belongs to the time component, which enters with the opposite sign of the metric. It is not cancelled by the longitudinal component because the transition from an off-shell to an on-shell electron is not a conserved current: \(\bar u(k)\not q=\bar u(k)(\not p-m)\neq0\). The imaginary part of \(\Sigma_R\) in this gauge is not a decay rate.

## (h) Dependence on the gauge

For the photon propagator \(-i[g_{\mu\nu}-(1-\xi)q_\mu q_\nu/q^2]/q^2\), find the coefficient of \(\rho\ln\rho\) in \(\sigma_+\).

### Solution

The new term replaces the numerator \(\gamma^\mu(\dots)\gamma_\mu\) of (1) by \(-(1-\xi)\not q(\not p-\not q+m)\not q/q^2\). From \(\not q\not p=2p\cdot q-\not p\not q\) and \(\not q\not q=q^2\) one has \(\not q\not p\not q=2(p\cdot q)\not q-q^2\not p\), an identity also tested with explicit matrices, so
\[
\frac{\not q(\not p-\not q+m)\not q}{q^2}=m+\frac{2(p\cdot q)\not q}{q^2}-\not p-\not q .
\]
In the rest frame the spatial terms are odd in \(\mathbf q\), and \((q^0)^2/q^2=\omega^2/K^2=t^2\). The numerator added to (9) is \(-(1-\xi)\{m+\gamma^0[E(2t^2-1)-i\omega]\}\), with \(\gamma^0\to1\) on the branch \(+\). One new angular integral is needed. Since \(t^2=-(it)^2=-(it+\eta)(it-\eta)-\eta^2\),
\[
\int_{-1}^1\!\sqrt{1-t^2}\,\frac{t^2\,dt}{\eta+it}=\frac{\pi\eta}2-\eta^2I(\eta).
\]
With the prefactor \(2K/\pi E\) of part (f), the density for the numerator \(t^2\) in the window \(\eta\ll1\) is \(K\eta/E=A/2E^2\), whose \(\rho\) derivative is \(+\tfrac12\). For large \(\eta\), \(I=\pi(1/2\eta-1/8\eta^3+\dots)\), the leading terms cancel and the plateau ends. The numerator 1 has plateau \(-1\), and \(-i\omega\) contributes only at order \(K/m\), as found for \(\mathcal V\). The curly bracket has the plateau \(-m+m[2\cdot\tfrac12-(-1)]=+m\), which integrates to \(-m\ln\rho\) in \(d\sigma_+/d\rho\). Multiplied by \(-(1-\xi)\) it adds \((1-\xi)m\rho\ln\rho\) to \(\sigma_+\), and
\[
\sigma_+\big|_{\text{leading nonanalytic}}=[2+(1-\xi)]\,m\rho\ln\rho=(3-\xi)\,m\rho\ln\rho .
\]
The three-point extraction gives \(1.000\,m\) per unit \(1-\xi\), and a total that vanishes to three decimals at \(\xi=3\), the Fried–Yennie gauge. The position of the branch point is physical, being the electron-photon threshold, while the strength of the leading singularity of the free operator depends on the gauge and cannot be observable by itself.

## (i) The zero-potential term of a hydrogen-like ground state

In the self-energy of an electron bound by a static potential \(V=-Z\alpha/r\), the bound propagator inside the loop can be expanded in powers of \(V\). The term with no \(V\) contains the free operator at the fixed energy \(\mathcal E\) of the bound state, and its finite part is \(\Delta E_0=\int d^3p\,(2\pi)^{-3}\,\bar\psi(\mathbf p)\Sigma_R(\mathcal E,\mathbf p)\psi(\mathbf p)\). For the Dirac \(1s\) state with a point nucleus of infinite mass, reduce \(\Delta E_0\) to a radial integral, find its leading behaviour for small \(Z\alpha\), and evaluate it for \(Z=1,5,20\).

### Solution

Try \(\psi=(4\pi)^{-1/2}\big(g\chi,\;if\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\big)\) with a constant unit spinor \(\chi\), \(g=Nr^{\gamma-1}e^{-k_0r}\) and \(f=\kappa g\); here \(\gamma\) without an index is a number. The Dirac equation \((\boldsymbol\alpha\cdot\mathbf p+\beta m+V)\psi=\mathcal E\psi\) has a lower and an upper row. With \(\boldsymbol\sigma\cdot\mathbf p\,g=-ig'\boldsymbol\sigma\cdot\hat{\mathbf r}\), and \(\boldsymbol\sigma\cdot\mathbf p\,(if\boldsymbol\sigma\cdot\hat{\mathbf r})=\nabla\cdot(f\hat{\mathbf r})=f'+2f/r\) because a radial field has no curl, they read
\[
-g'=(\mathcal E+m-V)f,\qquad f'+\frac{2f}r=(\mathcal E-m-V)g .
\]
Inserting \(g'/g=(\gamma-1)/r-k_0\) and matching the terms in \(1/r\) and the constants gives \(1-\gamma=\kappa Z\alpha\), \(k_0=\kappa(\mathcal E+m)\), \(\kappa(1+\gamma)=Z\alpha\) and \(\kappa k_0=m-\mathcal E\). The first and third give \(\gamma^2=1-(Z\alpha)^2\) and \(\kappa^2=(1-\gamma)/(1+\gamma)\). The second and fourth give \(\kappa^2=(m-\mathcal E)/(m+\mathcal E)\), so \(\mathcal E=\gamma m\) and \(k_0=\kappa m(1+\gamma)=Z\alpha m\). The norm \(\int r^2(g^2+f^2)dr=1\) fixes \(N^2=(2k_0)^{2\gamma+1}/[\Gamma(2\gamma+1)(1+\kappa^2)]\).

For the Fourier transform, \(\int d\Omega\,e^{-i\mathbf p\cdot\mathbf r}=4\pi j_0(pr)\). Its gradient in \(\mathbf p\), with \(j_0'=-j_1\), gives \(\int d\Omega\,\hat{\mathbf r}\,e^{-i\mathbf p\cdot\mathbf r}=-4\pi i\,j_1(pr)\,\hat{\mathbf p}\). The factor \(i\) of the lower component times this \(-i\) is 1, so \(\psi(\mathbf p)=(4\pi)^{-1/2}(G\chi,\;F\boldsymbol\sigma\cdot\hat{\mathbf p}\chi)\) with \(G=4\pi\int r^2j_0g\,dr\) and \(F=4\pi\int r^2j_1f\,dr\), where now \(p=|\mathbf p|\). Using \(j_0(z)=\sin z/z\), \(j_1(z)=\sin z/z^2-\cos z/z\) and \(\int_0^\infty r^{n-1}e^{-(k_0-ip)r}dr=\Gamma(n)R^{-n}e^{in\theta}\), with \(R=\sqrt{k_0^2+p^2}\) and \(\tan\theta=p/k_0\),
\[
G=4\pi N\,\frac{\Gamma(\gamma+1)\sin(\gamma+1)\theta}{pR^{\gamma+1}},\qquad
F=4\pi N\kappa\left[\frac{\Gamma(\gamma)\sin\gamma\theta}{p^2R^\gamma}-\frac{\Gamma(\gamma+1)\cos(\gamma+1)\theta}{pR^{\gamma+1}}\right].
\]
The bilinears are \(\bar\psi\psi=(G^2-F^2)/4\pi\) and \(\bar\psi\not p\psi=\psi^\dagger(\mathcal E-\boldsymbol\alpha\cdot\mathbf p)\psi=[\mathcal E(G^2+F^2)-2pGF]/4\pi\), the last term because \(\boldsymbol\alpha\) connects upper and lower components and \((\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\hat{\mathbf p})=p\). The angular integration cancels the \(4\pi\):
\[
\Delta E_0=\frac\alpha{4\pi}\int_0^\infty\!\frac{p^2dp}{(2\pi)^3}\left\{a\,(G^2-F^2)+b\left[\gamma m(G^2+F^2)-2pGF\right]\right\},\qquad\rho=(Z\alpha)^2+\frac{p^2}{m^2}, \tag{11}
\]
where \(\rho=(m^2-\mathcal E^2+p^2)/m^2\) was used. A bound state has \(\rho>0\) for every \(p\), so it stays below the threshold of part (g) and \(\Delta E_0\) is real. The relative sign of \(G\) and \(F\) is controlled by the Dirac equation in the form \(\gamma^0(\not p-m)\psi=V\psi\), which gives \(\langle\bar\psi(\not p-m)\psi\rangle=\langle V\rangle=-Z\alpha\,2k_0\Gamma(2\gamma)/\Gamma(2\gamma+1)=-m(Z\alpha)^2/\gamma\). The program tests this and the norm in momentum space; for \(Z=1\) it finds \(\langle V\rangle=-5.325277\times10^{-5}\,m\). The same relation shows that the divergent term of (4) contributes \(-(\alpha/4\pi)\Delta_\epsilon\langle V\rangle\), which is of first order in the potential and has to be combined with the term containing one \(V\) inside the loop; that term is outside this problem.

For small \(Z\alpha\) the weight is concentrated at \(p\sim Z\alpha m\), where \(\rho\sim(Z\alpha)^2\) and (6) applies. Write \(a+\not p\,b=(a+mb)+b(\not p-m)\), with \(a+mb\simeq m(2\rho L-\rho)\) and \(b\simeq-2\). At leading order \(G^2-F^2\simeq G^2\), and
\[
\mathcal E(G^2+F^2)-2pGF-m(G^2-F^2)=(\mathcal E-m)G^2+(\mathcal E+m)F^2-2pGF .
\]
The lower row of the Dirac equation gives \(F=pG/(\mathcal E+m)\) up to a relative correction \(V/m\sim(Z\alpha)^2\). With \(\mathcal E-m\simeq-\tfrac12(Z\alpha)^2m\), the expression becomes \([-\tfrac12(Z\alpha)^2m+p^2/2m-p^2/m]G^2=-\tfrac12m\rho\,G^2\). The terms without logarithm, \(-m\rho\) and \((-2)(-\tfrac12m\rho)\), cancel as they did in (7), and
\[
\Delta E_0\simeq\frac\alpha{2\pi}\,m\,\langle\rho\ln\rho\rangle .
\]
At \(\gamma=1\), \(\sin2\theta=2pk_0/R^2\) and \(G\propto R^{-4}\propto(1+u^2)^{-2}\) with \(u=p/Z\alpha m\), while \(\rho=(Z\alpha)^2(1+u^2)\). The integrals needed are Beta functions, through \(u^2=w\):
\[
J(n)=\int_0^\infty\!\frac{u^2du}{(1+u^2)^n}=\frac{\sqrt\pi}4\,\frac{\Gamma(n-\tfrac32)}{\Gamma(n)},\qquad J(4)=\frac\pi{32},\qquad J(3)=\frac\pi{16}.
\]
So \(\langle1+u^2\rangle=J(3)/J(4)=2\). A factor \(\ln(1+u^2)\) is produced by \(-d/dn\), which multiplies \(J(3)\) by \(\psi_0(3)-\psi_0(\tfrac32)\), where \(\psi_0=\Gamma'/\Gamma\). From \(\psi_0(z+1)=\psi_0(z)+1/z\), \(\psi_0(1)=-\gamma_E\) and \(\psi_0(\tfrac12)=-\gamma_E-2\ln2\), one has \(\psi_0(3)=\tfrac32-\gamma_E\) and \(\psi_0(\tfrac32)=2-\gamma_E-2\ln2\), and \(\langle(1+u^2)\ln(1+u^2)\rangle=2(2\ln2-\tfrac12)=4\ln2-1\). Quadrature gives \(2.000000\) and \(1.772589\), tested against these closed values. Therefore
\[
\Delta E_0\simeq\frac\alpha\pi\,m(Z\alpha)^2\left[\ln(Z\alpha)^2+2\ln2-\frac12\right]. \tag{12}
\]
The neglected terms, \(\rho^2\ln\rho\) in (6) and the relativistic corrections to the wave function, change the bracket by an amount of order \((Z\alpha)^2\ln(Z\alpha)^2\).

For hydrogen, \(\alpha=7.297352564\times10^{-3}\), \(m=510998.951\) eV and \((Z\alpha)^2=5.325135\times10^{-5}\), so the unit is
\[
\frac\alpha\pi(Z\alpha)^2m=\frac{7.297353\times10^{-3}}{\pi}\times5.325135\times10^{-5}\times510998.951\text{ eV}=6.32071\times10^{-2}\text{ eV}.
\]
The constant in the bracket is \(1.772589/2=0.88629\) and \(\ln(5.325135\times10^{-5})=-9.84048\), so the bracket is \(-8.95419\) and (12) gives \(-8.95419\times0.0632071\text{ eV}=-0.56597\) eV. The full integral (11) gives \(-8.95561\) in the same unit, or \(-0.56606\) eV. The five figures serve only the comparison of (11) with (12) within the model of an infinitely heavy point nucleus; \(\Delta E_0\) depends on the gauge and on the subtraction convention of part (c) and is not a property of the real atom.

| \(Z\) | \((Z\alpha)^2\) | bracket, full | bracket, leading | \(\Delta E_0\) full (eV) | \(\Delta E_0\) leading (eV) |
|---|---|---|---|---|---|
| 1 | \(5.325\times10^{-5}\) | −8.95561 | −8.95419 | −0.56606 | −0.56597 |
| 5 | \(1.331\times10^{-3}\) | −5.75637 | −5.73532 | −9.096 | −9.063 |
| 20 | \(2.130\times10^{-2}\) | −3.12832 | −2.96273 | −79.09 | −74.91 |

The leading form misses the full bracket by \(0.00142\), \(0.02105\) and \(0.16559\), which is 0.016%, 0.37% and 5.3% of the full value. The logarithms follow from the leading brackets by subtracting \(0.88629\): \(-9.840,\,-6.622,\,-3.849\). Dividing each difference by \((Z\alpha)^2|\ln(Z\alpha)^2|\) gives \(2.7,\,2.4,\,2.0\), a slowly varying number of order one, as the estimate of the neglected terms requires. The program asserts only that this ratio is below 10 for \(Z=1\) and \(Z=5\).

The quantity \(\Delta E_0\) is not a level shift. For hydrogen it exceeds the scale \((\alpha/\pi)(Z\alpha)^4m=3.37\times10^{-6}\) eV by a factor of about \(1.7\times10^5\), whereas the radiative shift of the \(1s\) level is roughly \(3\times10^{-5}\) eV (a rough size, not computed here), about ten such units. The terms of order \(\alpha(Z\alpha)^2m\) must therefore cancel against the terms with potentials inside the loop; that cancellation is not derived here. Part (f) indicates why those terms are not small. The plateau extends down to \(K\sim m\rho\sim(Z\alpha)^2m\), which is the size of \(\langle V\rangle\), and for photons that soft the electron denominator in (9) is of order \(m\) times the binding energy, so an insertion of \(V\) brings no small factor there. This concerns the lower edge only, while the logarithm in (12) comes from the whole plateau. For the logarithm a rough estimate treats \(V\) as a shift of the energy, so that one insertion gives \(-(\alpha/4\pi)\langle V\rangle\,d\sigma_+/dW\). With \(d\sigma_+/dW\simeq-4\ln\rho\) from (8), \(\ln\rho\simeq\ln(Z\alpha)^2\) and \(\langle V\rangle\simeq-m(Z\alpha)^2\), this is \(-(\alpha/\pi)m(Z\alpha)^2\ln(Z\alpha)^2\), equal and opposite to the logarithm in (12). By part (h), the coefficient of \(\ln(Z\alpha)^2\) in (12) is multiplied by \((3-\xi)/2\) in a general covariant gauge, in the same leading approximation, and it vanishes in Fried–Yennie gauge. In Feynman gauge a numerical evaluation at low \(Z\) by the potential expansion loses about four decimal digits for hydrogen, the ratio of \(0.566\) eV to the rough physical size, through the cancellation of this term.

## Computed results

```
D=3.5, s=-2: B momentum 7.62920472, B parameter 7.62920472
dm/(alpha m/4pi) - 3 De = 4.000000
rho=1 from Laurent limit: a = -2.00000 m, b = -0.50000
rho, a [m], b, sigma=a+Wb [m], 2 rho ln rho [m]
0.001  1.972341  -1.987165  -0.013830  -0.013816
0.01  1.813933  -1.916597  -0.093058  -0.092103
0.1  0.976629  -1.570999  -0.513751  -0.460517
0.5  -0.772589  -0.920558  -1.423522  -0.693147
0.97  -1.939391  -0.520229  -2.029497  -0.059091
2  -3.545177  -0.000000  (spacelike)
5  -6.047190  0.758848  (spacelike)
rho ln rho coefficient: a 3.998 m, b -1.999, sigma 1.999 m
gauge term coefficient per (1-xi): 1.000 m; total at xi=3: -0.000 m
rho=1e-3: (sigma-2 rho ln rho)/rho^2 = -14.078 m, 2 ln rho-1/4 = -14.066 m
rho=1e-4: dsigma/dW = 32.847, -4 ln rho-4 = 32.841, a-Wb = 3.9945 m
rho=1e-6, K = 1e-08 m: d sigma/d rho per ln K = -0.0004 m
rho=1e-6, K = 0.0001 m: d sigma/d rho per ln K = -1.9897 m
rho=1e-6, K = 0.001 m: d sigma/d rho per ln K = -1.9960 m
rho=1e-6, K = 0.01 m: d sigma/d rho per ln K = -1.9701 m
rho=1e-6, K = 1000 m: d sigma/d rho per ln K = -0.0000 m
lambda = 0.001 m: slope 23.6404, -4-4 ln lambda = 23.6310
lambda = 0.0001 m: slope 32.8423, -4-4 ln lambda = 32.8414
s = 1.05 m^2: a = 2.57062+0.59840j m, b = -2.23090-0.29208j, Im sigma = 0.29911 m
s = 2 m^2: a = 2.00000+6.28319j m, b = -1.50000-2.35619j, Im sigma = 2.95102 m
s = 6 m^2: a = -3.36479+10.47198j m, b = 0.39806-3.05433j, Im sigma = 2.99043 m
dispersion, s = 0.9 m^2: a = 0.976629 m, b = -1.570999
dispersion, s = -3 m^2: a = -5.393570 m, b = 0.565595
alpha = 7.297352564e-03, m = 510998.951 eV
<1+u^2> = 2.000000, <(1+u^2) ln(1+u^2)> = 1.772589, u = p/(Z alpha m)
Z=1: (Z alpha)^2 = 5.325135e-05, gamma = 0.99997337, <V> = -5.325277e-05 m
Z=1: dE0/[(alpha/pi)(Z alpha)^2 m]: full -8.95561, leading -8.95419
Z=1: (alpha/pi)(Z alpha)^2 m = 6.32071e-02 eV, (alpha/pi)(Z alpha)^4 m = 3.3659e-06 eV
Z=1: dE0 full = -0.56606 eV, leading = -0.56597 eV
Z=5: (Z alpha)^2 = 1.331284e-03, gamma = 0.99933414, <V> = -1.332171e-03 m
Z=5: dE0/[(alpha/pi)(Z alpha)^2 m]: full -5.75637, leading -5.73532
Z=5: (alpha/pi)(Z alpha)^2 m = 1.58018e+00 eV, (alpha/pi)(Z alpha)^4 m = 2.1037e-03 eV
Z=5: dE0 full = -9.09608 eV, leading = -9.06282 eV
Z=20: (Z alpha)^2 = 2.130054e-02, gamma = 0.98929240, <V> = -2.153109e-02 m
Z=20: dE0/[(alpha/pi)(Z alpha)^2 m]: full -3.12832, leading -2.96273
Z=20: (alpha/pi)(Z alpha)^2 m = 2.52829e+01 eV, (alpha/pi)(Z alpha)^4 m = 5.3854e-01 eV
Z=20: dE0 full = -79.09296 eV, leading = -74.90623 eV
```
